A configuration-interaction (CI) calculation returns a strength for every allowed line, and someone must decide which values can go into a spectrum, a lifetime or a branching ratio. A weak line may be weak because all its contributions are small, or because large contributions nearly cancel. In the second case a small error in the mixing coefficients can change the strength by a large fraction. Cowan's cancellation factor separates the two cases at almost no cost. What follows turns it into a decision with a stated tolerance.

## Definition and conventions

Hartree atomic units are used. The two normalized states are

$$\Psi=\sum_i c_i\phi_i,\qquad \Psi'=\sum_j c'_j\phi'_j ,$$

with orthonormal basis functions and real coefficients. Let $D_{ij}$ be the real reduced dipole element between $\phi_i$ and $\phi'_j$. Define

$$t_{ij}=c_iD_{ij}c'_j,\qquad A=\sum_{ij}t_{ij},\qquad B=\sum_{ij}|t_{ij}|,\qquad S=A^2 .$$

$S$ is the line strength. The cancellation factor is

$$\mathrm{CF}=\left(\frac{|A|}{B}\right)^2,\qquad \kappa=\sqrt{\mathrm{CF}}=\frac{|A|}{B}.$$

The triangle inequality gives $|A|\le B$, so $0\le\mathrm{CF}\le1$. The value 1 means that all nonzero terms have one sign. Reversing the sign of a basis function reverses both its coefficient and its dipole elements, which leaves every $t_{ij}$ unchanged.

The square in the definition matters for the error law. The worst relative error of $S$ grows as $1/\sqrt{\mathrm{CF}}$, and the mean-square relative error grows as $1/\mathrm{CF}$. Both laws carry a condition, derived below.

## A bound for errors of finite size

Keep $D$ fixed and perturb the coefficients:

$$c_i\to c_i(1+\varepsilon_i),\qquad c'_j\to c'_j(1+\eta_j),\qquad |\varepsilon_i|,|\eta_j|\le\delta<1 .$$

Then normalize both states again. Before normalization each term is multiplied by

$$(1+\varepsilon_i)(1+\eta_j)=1+\varepsilon_i+\eta_j+\varepsilon_i\eta_j ,$$

so the amplitude becomes $A(1+x)$ with

$$x=\frac1A\sum_{ij}t_{ij}(\varepsilon_i+\eta_j+\varepsilon_i\eta_j).$$

The bracket is at most $q=2\delta+\delta^2$ in magnitude. Hence

$$|x|\le\frac{qB}{|A|}=\frac q\kappa .$$

This is where cancellation enters: the error bound scales with the sum of magnitudes $B$, while the result is the much smaller $|A|$. If $q<\kappa$, then $1+x>0$ and the amplitude cannot change sign.

The squared norm of the first perturbed state is $n^2=\sum_i c_i^2(1+\varepsilon_i)^2$. Since $\sum_i c_i^2=1$, it follows that $1-\delta\le n\le1+\delta$. The same holds for $n'$. The new strength obeys

$$\frac{S_{\rm new}}{S}=\left(\frac{1+x}{nn'}\right)^2 .$$

Let $a$ be any upper bound on $|x|$, and define

$$U(a)=\left[\frac{1+a}{(1-\delta)^2}\right]^2-1 .$$

The relative increase of $S$ is at most $U(a)$. The decrease needs a separate check. If $a\ge1$, a decrease cannot exceed 1, while $U(a)\ge(1+1)^2-1=3$. If $a<1$, the decrease is at most

$$L=1-\frac{(1-a)^2}{(1+\delta)^4}.$$

The function $(1+y)^{-4}$ is convex for $y>-1$ and lies above its tangent at zero, so $(1-\delta)^{-4}\ge1+4\delta$ and $(1+\delta)^{-4}\ge1-4\delta$. Therefore

$$U-L\ge(1+a)^2(1+4\delta)+(1-a)^2(1-4\delta)-2=2a^2+16a\delta\ge0 .$$

In both cases

$$\left|\frac{S_{\rm new}}{S}-1\right|\le U(a),\qquad a=\frac q\kappa .$$

For a tolerance $\tau$ on the relative error of $S$, set $U(q/\kappa)=\tau$ and solve:

$$1+\frac q\kappa=(1-\delta)^2\sqrt{1+\tau}
\quad\Rightarrow\quad
\kappa_{\min}=\frac{q}{(1-\delta)^2\sqrt{1+\tau}-1}.$$

The denominator must be positive. Since $U$ falls as $\kappa$ rises, every line with $\mathrm{CF}\ge\kappa_{\min}^2$ meets the tolerance under the stated error model. For small $\delta$ and $\tau$ the denominator is about $\tau/2-2\delta$, so

$$\kappa_{\min}\approx\frac{4\delta}{\tau-4\delta}.$$

This estimate can lie below the exact value (0.190 against 0.210 for $\delta=0.01$, $\tau=0.25$), so the exact formula is the one to screen with. There is thus no universal threshold on CF: it depends on the accuracy of the coefficients and on the accuracy required of the line. If the denominator is not positive, or if $\kappa_{\min}>1$, this screen can accept no line. In the small-error estimate that happens for $\tau<8\delta$.

## How the error grows

Introduce the row and column sums

$$R_i=\sum_jt_{ij},\qquad C_j=\sum_it_{ij},\qquad \sum_iR_i=\sum_jC_j=A .$$

To first order the unnormalized change is

$$x=\sum_i\frac{R_i}{A}\varepsilon_i+\sum_j\frac{C_j}{A}\eta_j .$$

Normalization contributes

$$\frac1n=\left(1+2\sum_ic_i^2\varepsilon_i+\cdots\right)^{-1/2}=1-\sum_ic_i^2\varepsilon_i+\cdots,$$

and likewise for $n'$. Because $S=A^2$ doubles a small relative change of $A$,

$$\frac{\delta S}{S}=2\left(\sum_ig_i\varepsilon_i+\sum_jh_j\eta_j\right),\quad
g_i=\frac{R_i}{A}-c_i^2,\quad h_j=\frac{C_j}{A}-c_j'^2 .$$

The $g_i$ sum to zero, as do the $h_j$. This is as it should be, since a common scale factor disappears on normalization.

The largest first-order change is reached by giving each error the size $\delta$ and the sign of its factor:

$$\left|\frac{\delta S}{S}\right|_{\max}=2\delta K,\qquad K=\sum_i|g_i|+\sum_j|h_j| .$$

To connect $K$ with CF, define

$$\rho=\frac{\sum_i|R_i|+\sum_j|C_j|}{B}.$$

Each of the two sums is at most $B$, so $\rho\le2$. Removing $c_i^2$ from every $g_i$ changes $\sum_i|g_i|$ by at most $\sum_ic_i^2=1$, and the columns contribute at most another 1. Since $B/|A|=1/\kappa$,

$$\left|K-\frac{\rho}{\kappa}\right|\le2 .$$

If $\rho$ stays away from zero as $A\to0$, then $K$ grows as $1/\kappa=1/\sqrt{\mathrm{CF}}$.

A simple case is a lower state made of one configuration. Then $R_1=A$, $c_1^2=1$ and $g_1=0$, because normalization removes its only error. There is one term per column, so $\sum_j|C_j/A|=1/\kappa$. Subtracting the $c_j'^2$, whose sum is 1, gives

$$\frac1\kappa-1\le K\le\frac1\kappa+1 .$$

Here a small CF always means a large first-order sensitivity.

For independent errors with zero mean and variance $\sigma^2$, the cross terms average to zero:

$$\left\langle\left(\frac{\delta S}{S}\right)^2\right\rangle
=4\sigma^2\left(\sum_ig_i^2+\sum_jh_j^2\right).$$

Near cancellation the terms in $R_i/A$ and $C_j/A$ dominate, provided the sums themselves do not vanish. Using $A^2=B^2\,\mathrm{CF}$,

$$\left\langle\left(\frac{\delta S}{S}\right)^2\right\rangle\to
\frac{4\sigma^2}{\mathrm{CF}}\,\frac{\sum_iR_i^2+\sum_jC_j^2}{B^2}.$$

This is the inverse-CF law. Its square root, the typical relative error, again grows as $1/\sqrt{\mathrm{CF}}$. These are linear results, so at fixed $\delta$ they cannot be followed all the way to $A=0$.

## When a small CF is a false alarm

An error in $c_i$ multiplies a whole row of $t$. If the cancellation takes place inside that row, the error multiplies a small sum and does little harm. Take

$$c=c'=\frac1{\sqrt2}(1,1),\qquad
D=\begin{pmatrix}1+b&-1\\-1&1\end{pmatrix},\qquad b>0 .$$

Then $t=D/2$, $A=b/2$, $B=(4+b)/2$ and $\kappa=b/(4+b)$. The row and column sums are both $(b/2,0)$. Hence $g=h=(1/2,-1/2)$ and $K=2$, however small $b$ is.

For $b=0.04$, CF is about $9.8\times10^{-5}$. With $\delta=0.01$ the linear estimate is $2\delta K=0.04$. The worst change over all sign choices $\pm\delta$ is 0.061. The excess comes mainly from the products $\varepsilon_i\eta_j$. For $\varepsilon=\eta=(\delta,-\delta)$ they add

$$\frac1A\sum_{ij}t_{ij}\varepsilon_i\eta_j=\frac{\delta^2B}{A}=\frac{\delta^2}{\kappa}\approx0.010$$

to the relative amplitude, beside the linear part 0.020. Doubling the sum gives 0.060, and the square of the amplitude change supplies most of the rest. When $b$ falls to about $2\delta$, the product term $4\delta^2/b$ equals the linear term $2\delta$, and the linear estimate fails: at $b=0.02$ the worst change is 0.082, twice $2\delta K$. Below that the error grows as $\delta^2/\kappa$, still far less than the $\delta/\kappa$ of an unprotected line. It reaches 0.25 at $b=0.004$ and 1.0 at $b=0.001$, so the protection is lost only when $b$ is of order $\delta^2$.

The row and column sums also give a sharper finite bound. Bound the linear part of $x$ through these sums and the product part through $B$:

$$|x|\le a_\rho=\frac{\delta\left(\sum_i|R_i|+\sum_j|C_j|\right)+\delta^2B}{|A|}
=\frac{\delta\rho+\delta^2}{\kappa}.$$

The argument for $U(a)$ needed only $|x|\le a$, so $U(a_\rho)$ bounds the error too. Because $\rho\le2$, it is never weaker than the CF bound.

## Algorithm and cost

```
input c, cp, D, delta, tau       # 0 < delta < 1
t = c[i]*D[i,j]*cp[j]            # nonzero D only
A = sum(t);  B = sum(|t|)
if B == 0: return "no amplitude in this expansion"
if A == 0: return "relative error undefined"
kappa = |A|/B;  CF = kappa^2;  S = A^2
U(a) = ((1+a)/(1-delta)^2)^2 - 1

if U((2*delta+delta^2)/kappa) <= tau:
    return S, CF, "safe by CF"

R = row sums of t;  C = column sums of t
a = (delta*(sum|R|+sum|C|) + delta^2*B)/|A|
if U(a) <= tau:
    return S, CF, "safe by row and column sums"

g = R/A - c^2;  h = C/A - cp^2
for s in (+1, -1):
    perturb c  by relative errors s*delta*sign(g)
    perturb cp by relative errors s*delta*sign(h)
    normalize both and recompute S_new
    if |S_new/S - 1| > tau:
        return S, CF, "unreliable"
return S, CF, "undecided"
```

The two trial perturbations extremize the linear change. A result above $\tau$ proves that the tolerance can be violated within the error model. A result below $\tau$ proves nothing, since larger finite changes may exist elsewhere; the line then stays undecided.

If $D$ has $M$ nonzero elements and the states have $N$ and $N'$ coefficients, each pass costs $O(M+N+N')$ operations. The terms $t_{ij}$ need not be stored, since $A$, $B$, $R_i$ and $C_j$ accumulate in one loop. Enumerating every choice of signs would cost $2^{N+N'}$ evaluations and suits only small models.

## Worked example

The model has two lower and three upper configurations, with round parameters and no particular atom in mind:

$$H=\begin{pmatrix}0&W\\W&0.10\end{pmatrix},\quad
H'=\begin{pmatrix}0.20&V_{12}&0\\V_{12}&0.24&V_{23}\\0&V_{23}&0.30\end{pmatrix},$$

$$D=\begin{pmatrix}2.0&-0.5&0.4\\0.5&1.0&1.5\end{pmatrix},$$

with $W=0.03$ and $V_{12}=V_{23}=0.02$ hartree. Levels are numbered upwards in energy within each set. The coefficient error is taken as $\delta=0.01$ and the tolerance as $\tau=0.25$, so

$$\kappa_{\min}=\frac{0.0201}{0.99^2\sqrt{1.25}-1}\approx0.210,\qquad \mathrm{CF}_{\min}\approx0.044 .$$

For the line from lower level 1 to upper level 2, the coefficients are $c=(0.964,-0.267)$ and $c'=(0.406,0.863,-0.300)$. The signed terms are

$$t=\begin{pmatrix}0.7834&-0.4159&-0.1156\\-0.0542&-0.2304&0.1201\end{pmatrix}.$$

The row sums are $0.2519$ and $-0.1645$, so $A=0.0874$. The magnitudes add to $B=1.720$. Hence $\kappa=0.0508$ and $\mathrm{CF}=0.0026$, well below the threshold.

The sensitivity factors follow from $R/A=(2.882,-1.882)$ and $C/A=(8.343,-7.394,0.051)$. Subtracting the squared coefficients gives

$$g\approx(1.95,-1.95),\qquad h\approx(8.18,-8.14,-0.04),$$

so $K\approx20.3$. The linear worst case is $2\delta K=0.405$. Squaring the perturbed amplitude gives $(1+0.2026)^2-1\approx0.446$, close to the worst value 0.449 found over all sign choices. This exceeds 0.25, so the line is unreliable. Its sign is nevertheless secure in this error model, because $q/\kappa\approx0.40<1$.

The line 1–3 shows the value of the second screen. Its CF is 0.016, again below the threshold, but its worst change over the sign choices is 0.205. That alone does not certify it. From the coefficients and $D$, the row sums are about $0.330$ and $-0.469$, and the column sums about $0.102$, $-0.227$ and $-0.014$. With $|A|=0.139$ and $\kappa=0.127$,

$$a_\rho\approx0.01\,\frac{0.799+0.344}{0.139}+\frac{0.01^2}{0.127}\approx0.083,$$

$$U(a_\rho)\approx\left(\frac{1.083}{0.9801}\right)^2-1\approx0.22<0.25 .$$

The line is acceptable under the stated assumptions. The other four lines pass the CF screen.

## Errors that come from the Hamiltonian

In a real calculation the coefficient errors are correlated, because they come from one Hamiltonian and the eigenstates stay orthogonal. For nondegenerate levels, first-order perturbation theory for an upper state $n$ gives

$$\delta\Psi'_n=\sum_{k\ne n}\Psi'_k\frac{\langle k|\delta H'|n\rangle}{E'_n-E'_k},
\qquad
\delta A_{mn}=\sum_{k\ne n}A_{mk}\frac{\langle k|\delta H'|n\rangle}{E'_n-E'_k}.$$

The lower state contributes in the same way. A weak line therefore borrows amplitude from strong lines that share one of its levels.

Raise $V_{12}$ by 1%, or 0.0002 hartree. Between upper levels 1 and 2 the matrix element is

$$0.0002\,(0.912\times0.863-0.404\times0.406)\approx1.25\times10^{-4}.$$

Their separation is 0.0513 hartree, and the amplitude of line 1–1 is $\sqrt{3.752}=1.937$. The term from upper level 3 is less than 2% of the term from level 1 and is left out. Thus

$$\delta A\approx1.937\,\frac{1.25\times10^{-4}}{0.0513}\approx0.0047,
\qquad \frac{\delta S}{S}\approx\frac{2\times0.0047}{0.0874}\approx0.11 .$$

With all three couplings changed by $\pm1\%$ and the Hamiltonians diagonalized again, the strength of line 1–2 changes by up to 19%, although no coefficient of its two states changes by more than 0.9%. The strong line 1–1 changes by at most 0.2%.

## Approach to zero strength

Moving $V_{12}$ towards 0.016677 hartree takes the amplitude of line 1–2 through zero. As its relative distance from that value falls from 0.03 to 0.001, CF falls from $7.4\times10^{-5}$ to $8.5\times10^{-8}$. The worst relative change of $S$ per unit $\delta$, measured with very small perturbations, rises from 235 to 6880. That is a factor of 29, as is the square root of the ratio of the two CF values.

The fitted powers of CF are $-0.499$ for the worst error and $-0.998$ for the mean square. The prefactors agree as well: the worst error times $\sqrt{\mathrm{CF}}/\delta$ is 2.009 at the last point, equal to $2\rho$ at this precision.

For $\delta=0.01$ these points lie outside the linear regime. Already at the first, $2\delta K\approx2.35$ and $q>\kappa$, so the bound no longer excludes a change of sign. The sound report there is a weak line of undetermined strength, with an absolute error estimate in place of a relative one.

## Stability and failure modes

**Rounding.** With $M$ terms and unit roundoff $u$, ordinary summation has an error of at most about $MuB$, or $Mu/\kappa$ relative to $A$. Double precision is ample in this example; dipole elements stored with few digits may not be.

**Dipole errors.** If each $D_{ij}$ has a relative error up to $\delta_D$, the amplitude changes by at most $\delta_DB$, or $\delta_D/\kappa$ relative to $A$. With coefficient errors present as well, each term changes by a relative amount of at most $q+\delta_D+q\delta_D$ before normalization, and this sum replaces $q$ in the CF bound. If the elements err independently, cancellation inside rows and columns gives no protection here, because each term can err separately. Elements that share a radial integral err together, and a relative error common to all of them only rescales $A$.

**Missing configurations.** A relative error leaves a zero coefficient at zero. A configuration absent from the expansion adds new terms that $B$ does not contain, so even $\mathrm{CF}=1$ does not prove a converged strength. The expansion must be enlarged to test this.

**Choice of basis.** $S$ does not depend on the basis, but CF does. Rotating the first two upper basis functions by 45° changes CF of line 1–2 from 0.0026 to 0.0019. If the two eigenstates themselves are used as basis functions, one term remains and $\mathrm{CF}=1$, though the physics is unchanged. CF should be evaluated in the basis for which the error $\delta$ was estimated.

**Choice of $\delta$.** A small coefficient can have a large relative error even when its absolute error is small. A practical estimate compares coefficients from two successive expansions, with the signs of the eigenvectors aligned. The difference measures the change between those expansions; it does not bound the remaining error.

## Values computed for the example and the checks

```
Couplings W, V12, V23 (hartree): 0.03 0.02 0.02
Lower diagonal energies (hartree): [0.  0.1]
Upper diagonal energies (hartree): [0.2  0.24 0.3 ]
D row 1 (a.u.): [ 2.  -0.5  0.4]  D row 2 (a.u.): [0.5 1.  1.5]
Lower energies (hartree): [-0.00831  0.10831]
Upper energies (hartree): [0.19115 0.24247 0.30639]
Lower state 1 coefficients: [ 0.9637 -0.2669]
Lower state 2 coefficients: [0.2669 0.9637]
Upper state 1 coefficients: [ 0.9119 -0.4037  0.0742]
Upper state 2 coefficients: [ 0.4064  0.863  -0.3   ]
Upper state 3 coefficients: [0.0571 0.3037 0.951 ]
delta = 0.01, tau = 0.25, q = 0.0201
kappa_min = 0.2098, CF_min = 0.0440
Line 1-2, signed terms t (a.u.), row 1: [ 0.7834 -0.4159 -0.1156]
Line 1-2, signed terms t (a.u.), row 2: [-0.0542 -0.2304  0.1201]
Line 1-2: A = 0.08740, B = 1.71963 a.u.
Line 1-2: kappa = 0.05083
Line 1-2: R/A = [ 2.882 -1.882]  C/A = [ 8.343 -7.394  0.051]
Line 1-2: CF after 45 degree basis rotation = 0.00193
Line: S (a.u.), CF, K, 2 delta K, worst corner |dS/S|, bound U
1-1: 3.75220, 0.74790, 0.214, 0.0043, 0.0043, 0.0900
1-2: 0.00764, 0.00258, 20.261, 0.4052, 0.4489, 1.0272
1-3: 0.01937, 0.01623, 9.688, 0.1938, 0.2050, 0.3954
2-1: 0.49873, 0.22638, 2.686, 0.0537, 0.0544, 0.1308
2-2: 0.44042, 0.13217, 1.651, 0.0330, 0.0331, 0.1593
2-3: 3.19163, 0.91506, 0.196, 0.0039, 0.0040, 0.0852
Verdicts: 1-1 safe; 1-2 unreliable; 1-3 suspect, corners pass
Verdicts: 2-1 safe; 2-2 safe; 2-3 safe
Couplings changed by +-1%: max |dS/S|, max relative coeff. change
1-1: 0.0019, 0.0151
1-2: 0.1897, 0.0082
1-3: 0.0858, 0.0172
2-1: 0.0208, 0.0151
2-2: 0.0137, 0.0082
2-3: 0.0023, 0.0172
Counterexample D (a.u.): [[1.04, -1.0], [-1.0, 1.0]]
Counterexample: CF = 9.803e-05, K = 2.000, corner = 0.0609
Line 1-2 vanishes at V12 = 0.016677 hartree
V12/V_zero-1: CF, worst |dS/S|/delta, mean (dS/S)^2/delta^2
0.03: 7.368e-05, 2.3502e+02, 1.8707e+04
0.01: 8.423e-06, 6.9312e+02, 1.6227e+05
0.003: 7.657e-07, 2.2966e+03, 1.7796e+06
0.001: 8.532e-08, 6.8785e+03, 1.5956e+07
Power of CF: worst -0.4994, mean square -0.9982
worst*sqrt(CF)/delta = 2.0092, 2 rho = 2.0090
mean square*CF/delta^2 = 1.3615, limit formula = 1.3611
```
